# Partial configurational entropy of oxygen vacancies with localized electrons

**Question**

I am working on an oxygen-deficient dioxide $\mathrm{MO}_{2-\delta}$ with $\delta=0.01$, meaning 0.01 missing oxygen atoms per cation. Each vacancy leaves two electrons behind, and each electron is localized on a cation. I need the ideal partial configurational entropy per vacancy, without spin.

I have two answers and trust neither. If I mix vacancies and oxygen atoms on the oxygen sites, I get about $5.3\,k$. The electrons came from the vacancies, so I assumed they carried no freedom of their own. If I do count electron positions, compute the total entropy and divide by the number of vacancies, I get about $16.1\,k$. Which is right, and does the ideal value mean anything for a real oxide such as ceria in a resistive memory?

**Answer**

Neither number is the one you need. The first leaves out the electron positions. The second includes them, but it is an average over all the vacancies present, whereas a partial entropy is the change on adding one more.

**Counting the arrangements**

Take $N$ cations and $n=\delta N$ vacancies. There are $2N$ oxygen sites, of which $n$ are empty. There are $2n$ localized electrons, and I allow at most one on each of the $N$ cations. "Ideal" means that all these arrangements have the same energy, so an electron gains nothing by sitting near a vacancy.

Neutrality fixes the number of electrons once $n$ is given. It does not fix where they sit. For each choice of vacancy sites, every choice of $2n$ cations is allowed, so the two counts multiply:

$$
W=\binom{2N}{n}\binom{N}{2n}.
$$

Exchanging two vacancies, or two electrons with spin ignored, gives no new arrangement. The binomial coefficients already account for this.

For a large lattice, use $\ln m!\simeq m\ln m-m$. With $M$ sites of which $m=xM$ are occupied, the linear terms cancel:

$$
\begin{aligned}
\ln\binom{M}{m}&\simeq M\ln M-m\ln m-(M-m)\ln(M-m)\\
&=M\left[-x\ln x-(1-x)\ln(1-x)\right]\equiv M\,H(x).
\end{aligned}
$$

The vacancies occupy a fraction $n/(2N)=\delta/2$ of the oxygen sites. The electrons occupy a fraction $2n/N=2\delta$ of the cations. The entropy per cation, $S=(k/N)\ln W$, is therefore

$$
\frac{S}{k}=2H(\delta/2)+H(2\delta).
$$

**Adding one vacancy**

At fixed $N$, one more vacancy raises $\delta$ by $1/N$ and the total entropy $NS$ by $dS/d\delta$. The partial entropy per vacancy is thus $s=dS/d\delta$. The derivative of $H$ is

$$
H'(x)=-\ln x-1+\ln(1-x)+1=\ln\frac{1-x}{x}.
$$

The chain rule gives the vacancy term a factor $2\times\tfrac12=1$ and the electron term a factor 2:

$$
\frac{s}{k}=\ln\frac{2-\delta}{\delta}+2\ln\frac{1-2\delta}{2\delta}.
$$

These factors say that one vacancy and two electrons are added together. At $\delta=0.01$,

$$
\frac{s}{k}=\ln\frac{0.995}{0.005}+2\ln\frac{0.98}{0.02}
=\ln199+2\ln49=5.293+7.784=13.077.
$$

The ideal partial configurational entropy, excluding spin, is about $13.1\,k$ per vacancy, or $1.127$ meV/K. Your $5.3\,k$ is the first term alone. It would be the right answer in a different case: if both electrons stayed in a single state at the vacancy itself, they would have no separate positions to count.

**The same result from a ratio of counts**

You can avoid Stirling's formula by comparing $n+1$ vacancies with $n$:

$$
\frac{W(n+1)}{W(n)}=\frac{2N-n}{n+1}\;
\frac{(N-2n)(N-2n-1)}{(2n+1)(2n+2)}.
$$

The first fraction is the vacancy factor and the second is the factor for two electrons. For large $n$ and $N$ the added ones can be dropped, and the logarithm becomes the formula for $s/k$.

The leading correction comes mainly from the denominators. Relative to $n$, $2n$ and $2n$, their logarithms are larger by $1/n$, $1/(2n)$ and $1/n$, so the entropy increment is lower by about $2.5/n$. With 253 vacancies and 25,300 cations, the ratio gives $13.067\,k$, which is $0.010\,k$ below the large-lattice value. The finite size of such a region is unimportant here.

**Why the average is larger**

To see where your $16.1\,k$ comes from, rewrite the mixing function as

$$
H(x)=x\ln\frac{1-x}{x}-\ln(1-x).
$$

Inserting this in both terms of $S$ gives

$$
\frac{S}{k}=\delta\,\frac{s}{k}-2\ln(1-\delta/2)-\ln(1-2\delta).
$$

Dividing by $\delta$,

$$
\frac{S}{k\delta}-\frac{s}{k}
=-\frac{2\ln(1-\delta/2)+\ln(1-2\delta)}{\delta}.
$$

At $\delta=0.01$ the total entropy is $S=0.1610\,k$ per cation. The average is therefore $16.10\,k$ per vacancy, and the difference from $s$ is $3.02\,k$. Since $-\ln(1-x)\simeq x$ for small $x$, the right-hand side tends to $(\delta+2\delta)/\delta=3$ in the dilute limit.

The sign also follows from $S(\delta)=\int_0^\delta s(\delta')\,d\delta'$. Both logarithms in $s$ fall as $\delta$ grows, so vacancies added earlier brought more entropy than the next one will. Use the partial value when asking whether one more vacancy will form, because that question concerns a derivative of the free energy.

**Two limits**

For $\delta\ll1$, replace $2-\delta$ by 2 and $1-2\delta$ by 1:

$$
\frac{s}{k}\simeq\ln\frac{2}{\delta}+2\ln\frac{1}{2\delta}
=-\ln(2\delta^3).
$$

This gives $13.12$ at $\delta=0.01$, only $0.05$ above the full formula. The cube records three separately placed objects: one vacancy and two electrons.

At the other end, as $\delta\to1/2$, almost every cation already holds an electron. The electron term then tends to $-\infty$, because adding electrons removes the few remaining choices. This is a property of the ideal count with single occupancy. A real oxide that far from the dioxide composition may order or change structure.

**What excluding spin leaves out**

If each localized electron has two equally likely spin directions, independent of the others, $W$ gains a factor $2^{2n}$. The partial entropy then rises by $2\ln2=1.386$ in units of $k$, to $14.46\,k$. That is a different quantity from the one you were asked for.

In ceria the electron occupies a cerium 4f state. The free ion with one 4f electron has a lowest level of six states. If all six were equally populated in the solid, the addition would be $2\ln6=3.58$ in units of $k$. This replaces the spin term and is not added to it. Splitting of the six states by the crystal reduces the addition when the splitting is not small compared with $kT$. The ion also has a level of eight states roughly $0.28$ eV higher. It is negligible near room temperature, but at 1000 K it raises the free-ion addition to about $4.0$.

**Putting the number beside a ceria memory**

Reduced ceria suits the electron count because its excess electrons can localize on cerium ions. Take a rough cubic lattice parameter of $0.541$ nm, with four cations per cell. The vacancy density is

$$
\frac{4\times0.01}{(0.541\ \mathrm{nm})^3}
=2.53\times10^{20}\ \mathrm{cm^{-3}},
$$

or about 253 vacancies in a cube of side 10 nm. I choose 1000 K to represent a hot anneal and 358 K to represent use. The ideal term $Ts$ is $1.13$ eV per vacancy at 1000 K and $0.40$ eV at 358 K. It enters the free energy of adding a vacancy with a minus sign. The entropy of the released oxygen gas and the vibrational entropy are separate contributions.

The assumption most in doubt is equal energy. A vacancy has charge $+2$ relative to the perfect lattice and a localized electron has charge $-1$, so they attract. In the fluorite structure the distance from an oxygen site to a neighbouring cation is $\sqrt3\,a/4=0.234$ nm, where $a$ is the lattice parameter. With a rough static dielectric constant of 25, the continuum Coulomb estimate is

$$
B=\frac{2e^2}{4\pi\varepsilon_0(25)(0.234\ \mathrm{nm})}
\simeq0.49\ \mathrm{eV}.
$$

A continuum formula is crude at this distance, and it omits local relaxation and repulsion between the two electrons. It does show that binding cannot be dismissed when $kT$ is below $0.1$ eV.

**A simple model with binding**

Let an electron on any of the four cations beside a vacancy gain an energy $B$. Assume that the groups of four do not overlap, and neglect electron–electron repulsion except for single occupancy. A fraction $4\delta=0.040$ of the cations is then near a vacancy. For randomly placed vacancies the fraction is $1-(0.995)^8=0.039$, since each cation has eight oxygen neighbours, so few cations are shared. About one vacancy in ten still shares a cation with another, which would lower the strong-binding entropy found below by about $0.1\,k$ if a shared cation binds an electron with energy $B$, and by about $0.2\,k$ if it binds with $2B$.

Let $f$ and $f_0$ be the electron occupations of near and far cations. Conservation of electrons and the entropy per cation read

$$
4\delta f+(1-4\delta)f_0=2\delta,
$$

$$
\frac{S}{k}=2H(\delta/2)+4\delta H(f)+(1-4\delta)H(f_0).
$$

At equilibrium, the free energy $-4\delta Bf-TS$ is a minimum under the conservation condition. With a multiplier $\lambda$ for that condition, the derivatives with respect to $f$ and $f_0$ give

$$
-B-kT\ln\frac{1-f}{f}=\lambda,\qquad
-kT\ln\frac{1-f_0}{f_0}=\lambda.
$$

Equating the two left-hand sides yields

$$
\frac{f}{1-f}=e^{B/kT}\frac{f_0}{1-f_0}.
$$

For $B=0$, both occupations equal $2\delta$ and the ideal entropy returns. For other values I solved the two occupation equations by numerical root finding, then differentiated $S$ by central differences at fixed $T$, letting the occupations readjust. The fraction of all electrons that are near a vacancy is $4\delta f/(2\delta)=2f$.

| $T$ (K) | $B$ (eV) | Near fraction | $s/k$ |
|---:|---:|---:|---:|
| 1000 | 0.10 | 0.11 | 12.9 |
| 1000 | 0.20 | 0.27 | 12.0 |
| 1000 | 0.49 | 0.88 | 8.3 |
| 358 | 0.10 | 0.45 | 10.8 |
| 358 | 0.20 | 0.94 | 8.1 |
| 358 | 0.49 | 1.00 | 8.1 |

The first two binding energies are chosen values and the third is the continuum estimate. In this model the ideal entropy is a fair approximation at 1000 K if binding is about $0.1$ eV. It is poor at 358 K for all three energies. The model stops the attraction at the nearest cations. With the density and dielectric constant used above, the Debye screening length at 1000 K is about $0.28$ nm, shorter than the $0.38$ nm between neighbouring cations, so the charges are not weakly coupled and the agreement at $0.1$ eV need not carry over to real ceria.

The row for 1000 K and $0.49$ eV and all the rows for 358 K are only rough guides. The same Coulomb formula gives a repulsion of $0.15$ eV between electrons on neighbouring cations, and an attraction of $0.26$ eV at the second shell of cations around a vacancy. Including either one alone raises the entropy at 1000 K and $0.49$ eV from $8.3\,k$ to about $10\,k$, and both together raise it to about $10.7\,k$. That row also depends on the rough dielectric constant: values from 20 to 30 move $B$ from $0.62$ to $0.41$ eV and the entropy from $8.1\,k$ to $8.9\,k$. At 358 K and $0.20$ eV, the repulsion alone raises it from $8.1\,k$ to about $11\,k$, because a second electron beside the same vacancy is then held by only $0.05$ eV. At 358 K and $0.49$ eV the repulsion acts the other way and lowers the entropy from $8.1\,k$ to about $7.5\,k$. In a real oxide the preferred cation need not even be a nearest one.

The strong-binding value can be found by hand. When all electrons are near vacancies, $f=1/2$ and $f_0=0$, so the electron entropy per cation is $4\delta\ln2$. Hence

$$
\frac{s}{k}\to\ln199+4\ln2=8.07.
$$

This still allows the number of electrons beside a given vacancy to vary around two. If repulsion fixes that number at two, each vacancy has $\binom42=6$ electron arrangements, and

$$
\frac{s}{k}=\ln199+\ln6=7.09.
$$

A smaller $s$ does not by itself mean that binding makes vacancies harder to form, because binding also lowers the energy.

**Other corrections and the limits of use**

Suppose two vacancies may not occupy neighbouring oxygen sites. Each existing vacancy then blocks six further sites. To leading order in $\delta$, the available fraction of the remaining sites is $1-6\delta/2$, and the entropy change is

$$
\Delta s/k\simeq-6\,\delta/2=-0.03.
$$

This is small at the present composition.

Vibrations can matter more. For a classical oscillator of angular frequency $\omega$, the entropy is $k[1+\ln(kT/\hbar\omega)]$, so lowering its frequency by 10 percent adds $-k\ln0.9$. If a vacancy softened twelve modes by that amount, three for each neighbouring cation, the addition would be $-12\ln0.9=1.26$ in units of $k$. The 10 percent is an illustrative choice, not a calculated property of ceria. The missing oxygen also takes three modes of its own out of the crystal. If their quanta are 30 to 50 meV, the classical formula says this removes about $6.2$ to $4.6\,k$ at 1000 K, so the total vibrational change in the solid can be negative.

A device also need not be uniform or in equilibrium. If vacancies collect in a filament, the local $\delta$ must be used. If they cannot move at the temperature of use, an equilibrium entropy for their positions does not describe their response there. If they can move, bulk ceria of this composition does not stay a single disordered phase near 358 K: in equilibrium it separates into nearly stoichiometric $\mathrm{CeO}_2$ and an ordered reduced phase, which the rows for 358 K do not describe. The $13.1\,k$ is the answer to your exercise; for a real film it is the reference value from which binding, ordering and frozen-in positions must be assessed.
